\section*{The plasmon-pole pairing kernel and its effect on the superconducting transition temperature, part 2}

The problem is how a plasmon changes the pairing kernel of superconducting density functional theory, and through it the transition temperature $T_c$. Hartree atomic units are used with $k_B=1$; $T$ is the temperature, $\beta=1/T$, $b=\beta/2$, $\xi$ is a Kohn--Sham energy measured from the chemical potential, $x=|\xi|$ and $y=|\xi'|$.

A plasmon pole of frequency $\Omega$ and strength $a>0$ gives the screened interaction $W(i\nu)=W(0)+(2a/\Omega)\,\nu^2/(\nu^2+\Omega^2)$ at bosonic frequency $\nu$. The kernel is $K=W(0)+\Delta K$. In the linearized gap equation, $\Delta_i$ is the gap of state $i$ and $Z_i$ is the diagonal term from the normal contraction. With fermionic frequencies $\omega,\omega'$, imaginary time $\tau$ and the normalized weight $P_x(\omega)=(T/\tanh bx)\,2x/(\omega^2+x^2)$, the earlier results are
\begin{gather}
\Delta K(\xi,\xi')=\frac{2a}{\Omega}\,r\!\left(\frac{x}{\Omega},\frac{y}{\Omega},\frac{T}{\Omega}\right),\qquad r(x,y)=r(y,x),
\label{eq:scaling}\\
(1+Z_i)\Delta_i=-\sum_jK_{ij}\frac{\tanh b\xi_j}{2\xi_j}\Delta_j,\label{eq:gapdiscrete}\\
D(\tau)=\frac{\cosh\Omega(b-\tau)}{\sinh b\Omega},\qquad g_x(\tau)=\frac{\sinh x(b-\tau)}{\sinh bx}=\sum_\omega P_x(\omega)e^{\mp i\omega\tau},
\label{eq:Dg}\\
L(x,y;\Omega)\equiv\sum_{\omega\omega'}P_x(\omega)P_y(\omega')\frac{2\Omega}{(\omega-\omega')^2+\Omega^2}=\int_0^\beta\! d\tau\,D(\tau)g_x(\tau)g_y(\tau).
\label{eq:L}\\
\Delta K=a\left[\frac2\Omega-L\right]=a\int_0^\beta\! d\tau\,D(\tau)\left[1-g_x(\tau)g_y(\tau)\right],\qquad r=1-\frac\Omega2L .
\label{eq:dK}
\end{gather}
The limits anticipated for $r$ are $r\to0$ for $x,y,T\ll\Omega$ and $r\to1$ for $x\gg\Omega,T$. A phonon of frequency $\omega_{\rm ph}$ and coupling $\gamma$ contributes $-\gamma^2L(x,y;\omega_{\rm ph})$ to the kernel.

The example quoted below has a flat band $|\xi|<E_b$ with $E_b=0.4$~Ha, $\omega_{\rm ph}=10^{-3}$~Ha, $\Omega=0.3$~Ha, phonon coupling $\lambda=0.6$, static repulsion $\mu=0.3$ unless another value is given, plasmon coupling $\lambda_{\rm pl}=0.5$, and $Z=\lambda\omega_{\rm ph}/(\omega_{\rm ph}+x)$.

The first step is to evaluate $L$ in closed form.

With $s=b-\tau\in[-b,b]$, the identities $2\sinh xs\sinh ys=\cosh(x+y)s-\cosh(x-y)s$ and $2\cosh\Omega s\cosh cs=\cosh(\Omega+c)s+\cosh(\Omega-c)s$ turn the numerator of the integrand in Eq.~(\ref{eq:L}) into a quarter of four hyperbolic cosines. Each integrates as $\int_{-b}^b\cosh cs\,ds=2\sigma(c)$ with $\sigma(c)=\sinh(bc)/c$, an even function with $\sigma(0)=b$. Hence
\begin{equation}
L=\frac{\sigma(\Omega+x+y)+\sigma(\Omega-x-y)-\sigma(\Omega+x-y)-\sigma(\Omega-x+y)}{2\sinh b\Omega\,\sinh bx\,\sinh by}.
\label{eq:Lclosed}
\end{equation}
Replacing $x$ by $-x$ reverses the sign of both numerator and denominator, so signed $\xi,\xi'$ may be used in place of $x,y$.

The Akashi--Arita kernel is written with the Fermi function $f(\xi)=1/(e^{\beta\xi}+1)$, the Bose function $n_B(\Omega)=1/(e^{\beta\Omega}-1)$ and
\begin{equation}
I(\xi,\xi',\Omega)=f(\xi)f(\xi')n_B(\Omega)\left[\frac{e^{\beta\xi}-e^{\beta(\xi'+\Omega)}}{\xi-\xi'-\Omega}-\frac{e^{\beta\xi'}-e^{\beta(\xi+\Omega)}}{\xi-\xi'+\Omega}\right].
\label{eq:I}
\end{equation}
Since $f(\xi)=e^{-b\xi}/2\cosh b\xi$ and $n_B=e^{-b\Omega}/2\sinh b\Omega$, the prefactor is $e^{-b\Sigma}/(8\cosh b\xi\cosh b\xi'\sinh b\Omega)$ with $\Sigma=\xi+\xi'+\Omega$. The identity $e^{2u}-e^{2w}=2e^{u+w}\sinh(u-w)$ makes the first numerator $2e^{b\Sigma}\sinh b(\xi-\xi'-\Omega)$ and the second $-2e^{b\Sigma}\sinh b(\xi-\xi'+\Omega)$. Both fractions become $\sigma$ functions with positive sign:
\begin{equation}
I(\xi,\xi',\Omega)=\frac{\sigma(\Omega-\xi+\xi')+\sigma(\Omega+\xi-\xi')}{4\cosh b\xi\,\cosh b\xi'\,\sinh b\Omega}.
\label{eq:Isigma}
\end{equation}
Forming $I(\xi,\xi',\Omega)-I(\xi,-\xi',\Omega)$ and dividing by $\tanh b\xi\tanh b\xi'$ replaces the cosines in the denominator by sines and gives $-L/2$ by comparison with Eq.~(\ref{eq:Lclosed}). Equation~(\ref{eq:dK}) is therefore
\begin{equation}
\Delta K(\xi,\xi')=2a\left[\frac1\Omega+\frac{I(\xi,\xi',\Omega)-I(\xi,-\xi',\Omega)}{\tanh(\beta\xi/2)\tanh(\beta\xi'/2)}\right],
\label{eq:AA}
\end{equation}
which is the Akashi--Arita plasmon kernel for one pole.

For $\beta\Omega\gg1$ the hyperbolic functions overflow. Write $\sigma(c)=\frac12e^{b|c|}h(c)$ with $h(c)=(1-e^{-\beta|c|})/|c|$ and $\sinh bu=\frac12e^{bu}(1-e^{-\beta u})$. If $c=p-m$ with $p,m\ge0$ and $p+m=\Omega+x+y$, then $b(|c|-p-m)=-\beta\min(p,m)$, and
\begin{align}
L=\frac{2}{\Pi}\Big[&h(\Omega+x+y)+e^{-\beta\min(\Omega,x+y)}h(\Omega-x-y)-e^{-\beta\min(y,\Omega+x)}h(\Omega+x-y)\nonumber\\
&-e^{-\beta\min(x,\Omega+y)}h(\Omega-x+y)\Big],\qquad \Pi=(1-e^{-\beta\Omega})(1-e^{-\beta x})(1-e^{-\beta y}).
\label{eq:Lstable}
\end{align}

\subsection{Bounds and limits}

Both $g_x$ and $g_y$ are odd in $s=b-\tau$, positive for $s>0$, and smaller than one in magnitude inside the interval. So $0\le g_xg_y<1$ there, and Eq.~(\ref{eq:dK}) gives, at any temperature,
\begin{equation}
0<r<1,\qquad 0<\Delta K<2a/\Omega .
\label{eq:bounds}
\end{equation}
The plasmon term is repulsive for every pair of energies. It also grows with each energy. For $0<s<b$, $\partial_x\ln g_x=s\coth xs-b\coth xb$, which is negative because $u\coth u$ has the derivative $(\sinh u\cosh u-u)/\sinh^2u>0$. The product $g_xg_y$ is even in $s$, so it decreases with $x$ on the whole interval, $L$ decreases and $\Delta K$ increases. A third property concerns $L$ as an operator: for any real $\phi$,
\begin{equation}
\int\! d\xi\,d\xi'\,\phi(\xi)L\,\phi(\xi')=\int_0^\beta\! d\tau\,D(\tau)\left[\int\! d\xi\,\phi\,g_x(\tau)\right]^2\ge0 .
\label{eq:psd}
\end{equation}
The kernel $r$ is positive pointwise by Eq.~(\ref{eq:bounds}), but as a constant minus a positive semidefinite operator it is not a positive operator: a function $\phi$ with $\int\phi\,d\xi=0$ makes its quadratic form negative or zero. The gain in $T_c$ comes from this indefiniteness. It needs a pair amplitude whose integral is reduced by a change of sign, and the integral need not vanish.

As $T\to0$ at fixed $x,y>0$, only the first term of Eq.~(\ref{eq:Lstable}) survives and $\Pi\to1$:
\begin{equation}
L\to\frac{2}{\Omega+x+y},\qquad r\to\frac{x+y}{\Omega+x+y}.
\label{eq:T0}
\end{equation}
The denominator is the energy of two quasiparticles and one plasmon, and both limits anticipated under Eq.~(\ref{eq:scaling}) are recovered. When $\Omega\gg x,y,T$, $D$ confines $\tau$ to within $1/\Omega$ of the two ends, which contribute equally, and $D\approx e^{-\Omega\tau}$ near $\tau=0$ up to terms of order $e^{-b\Omega}$. From Eq.~(\ref{eq:Dg}), $g_x'(0)=-\tilde x$ with $\tilde x=x\coth bx$, and $g_x''=x^2g_x$. Therefore $1-g_xg_y=(\tilde x+\tilde y)\tau-\frac12(x^2+y^2+2\tilde x\tilde y)\tau^2+\dots$, and $r=\Omega\int_0^\infty e^{-\Omega\tau}(1-g_xg_y)d\tau$ with $\int_0^\infty\tau^ke^{-\Omega\tau}d\tau=k!/\Omega^{k+1}$ yields
\begin{equation}
r=\frac{\tilde x+\tilde y}{\Omega}-\frac{x^2+y^2+2\tilde x\tilde y}{\Omega^2}+\dots
\label{eq:largeOm}
\end{equation}
At the Fermi level $\tilde x=2T$, so $r(0,0)=4T/\Omega-8T^2/\Omega^2$ and $\Delta K(0,0)\approx8aT/\Omega^2$: small, linear in $T$, and not zero. Between the Fermi level and a state with $x\gg T$, and for $\Omega\gg T$ but any ratio $x/\Omega$, $g_0=1-2T\tau$ and $g_x=e^{-x\tau}$ give
\begin{equation}
r(0,x)=\frac{x}{\Omega+x}+\frac{2T\Omega}{(\Omega+x)^2}.
\label{eq:r0x}
\end{equation}
The plasmon leaves the repulsion between Fermi-surface states almost untouched and adds repulsion wherever a distant state takes part.

\section{The effect on the transition temperature}

This half uses the following. With $x=|\xi|$, $y=|\xi'|$, $b=1/2T$, the linearized gap equation is Eq.~(\ref{eq:gapdiscrete}). A pole of strength $a$ and frequency $\Omega$ adds $\Delta K=(2a/\Omega)\,r$, with $r=1-\Omega L/2$ and $L=\int_0^\beta Dg_xg_y\,d\tau$, where $D$ and $g_x$ are given by Eq.~(\ref{eq:Dg}) and $\int_0^\beta D\,d\tau=2/\Omega$. The function $r$ lies between 0 and 1, increases with $x$ and $y$, tends to $(x+y)/(\Omega+x+y)$ as $T\to0$, and has the expansion (\ref{eq:largeOm}) for large $\Omega$. The operator $L$ is positive semidefinite, and a phonon contributes $-\gamma^2L(x,y;\omega_{\rm ph})$.

\subsection{The gap equation as a symmetric eigenvalue problem}

The matrix elements are averaged over surfaces of constant energy, which selects the isotropic $s$-wave channel, and are then taken independent of energy. The last step is a model assumption: in a real metal, states at $|\xi|\sim\Omega$ are reached from the Fermi surface only by sizeable momentum transfers, where the matrix elements are smaller and a sharp plasmon pole need not exist, so the strength and frequency of the fitted pole depend on both energies. The band is flat, with $N$ states per spin and unit energy for $|\xi|<E_b$, so $\sum_j\to N\int d\xi'$. The dimensionless couplings are $\lambda=2N\gamma^2/\omega_{\rm ph}$, $\mu=NW(0)$ and $\lambda_{\rm pl}=2Na/\Omega=N[W(i\infty)-W(0)]$. A parameter $\Lambda$ is introduced on the left:
\begin{align}
\Lambda\,[1+Z(\xi)]\Delta(\xi)&=-\int_{-E_b}^{E_b}\! d\xi'\,\mathcal K(\xi,\xi')\chi(\xi'),\qquad \chi=w\Delta,\quad w=\frac{\tanh b\xi}{2\xi},\label{eq:gap}\\
\mathcal K&=-\tfrac12\lambda\omega_{\rm ph}L(x,y;\omega_{\rm ph})+\mu+\lambda_{\rm pl}\,r(x,y).\label{eq:Kmodel}
\end{align}
The function $Z\ge0$ is even in $\xi$ and is held fixed as $\lambda_{\rm pl}$ is switched on; the consequence is examined at the end. Set $u=\sqrt{w(1+Z)}\,\Delta$ and $\eta=\sqrt{w/(1+Z)}$, so that $\chi=\eta u$. Multiplying Eq.~(\ref{eq:gap}) by $\eta(\xi)$ gives $\Lambda u=Mu$ with the symmetric operator $M=-\eta\mathcal K\eta'$. Let $\Lambda(T,\lambda_{\rm pl})$ be its largest eigenvalue,
\begin{equation}
\Lambda=\max_u\left[-\int\! d\xi\,d\xi'\,\chi\,\mathcal K\,\chi'\right],\qquad \int\! d\xi\,u^2=\int\! d\xi\,(1+Z)\chi\Delta=1 .
\label{eq:rayleigh}
\end{equation}
In this normalization $\Delta$ and $\int\chi\,d\xi$ are dimensionless. The transition is the highest temperature with $\Lambda=1$. At high temperature $\Lambda$ vanishes: $|\mathcal K|\le\lambda+\mu+\lambda_{\rm pl}$ by Eq.~(\ref{eq:bounds}) applied to both bosons, and the Schwarz inequality gives $(\int|\chi|\,d\xi)^2\le\int\eta^2d\xi\le bE_b$, since $w\le b/2$. By continuity, $\Lambda>1$ at some temperature implies a $T_c$ above it.

Let $T_c^0$, $\Delta$, $\chi$ refer to $\lambda_{\rm pl}=0$, with a nondegenerate top eigenvalue. Differentiating $\Lambda=\langle u|M|u\rangle$, the terms from the change of $u$ are $2\Lambda\langle u|\delta u\rangle=0$ by normalization, so only the explicit derivative of $M$ remains. Differentiating $\Lambda(T_c,\lambda_{\rm pl})=1$ then gives the shift:
\begin{equation}
S_1\equiv\frac{\partial\Lambda}{\partial\lambda_{\rm pl}}=-\int\! d\xi\,d\xi'\,\chi(\xi)\,r(x,y)\,\chi(\xi'),\qquad \delta\ln T_c=\frac{S_1\,\delta\lambda_{\rm pl}}{-\partial\Lambda/\partial\ln T}.
\label{eq:slope}
\end{equation}
The denominator follows by the same rule. If the temperature dependence of $\mathcal K$, which is weak for $T\ll\omega_{\rm ph}$ and changes the derivative by about $5\%$ in the example below, is neglected, then $\delta\eta/\eta=\delta w/2w$ acts on both sides of $M$ and $\delta\Lambda=\Lambda\int u^2\,\delta w/w=\Lambda\int(1+Z)\Delta^2\delta w$. Now $\partial w/\partial\ln T=-(b/2)\,\mathrm{sech}^2b\xi$, a peak of width $T$ with integral $-1$, so at $T_c$
\begin{equation}
-\frac{\partial\Lambda}{\partial\ln T}\approx[1+Z(0)]\,\Delta(0)^2>0 ,
\label{eq:dLdT}
\end{equation}
and the sign of the first-order shift of $T_c$ is the sign of $S_1$.

\subsection{Which repulsion helps}

Split $\chi=\chi_++\chi_-$ into the parts where the gap is positive and negative. Equation~(\ref{eq:slope}) becomes
\begin{equation}
S_1=\underbrace{-\int\!\!\!\int\chi_+r\chi_+'}_{S_{++}\le0}\;\underbrace{-\int\!\!\!\int\chi_-r\chi_-'}_{S_{--}\le0}\;+\;\underbrace{2\int\!\!\!\int\chi_+r\,|\chi_-'|}_{S_{+-}\ge0},
\label{eq:blocks}
\end{equation}
with the signs fixed by $r>0$. The statement that the plasmon raises $T_c$ by strengthening repulsion where the gap is negative holds in one precise sense: the helpful repulsion connects a state with positive gap to a state with negative gap, where the product of a repulsive kernel and a negative amplitude acts on the first state as an attraction. To first order in $\lambda_{\rm pl}$, repulsion between two states that both lie in the negative region lowers $T_c$, and $r$ is largest there. A gap without a node has $\chi_-=0$ and $S_1<0$. This is the case for $\mu=0$: then $M$ is positive pointwise, replacing $u$ by $|u|$ cannot lower the quotient (\ref{eq:rayleigh}), the nondegenerate maximizer has one sign, and $\Lambda u=Mu$ makes it strictly positive.

A negative region arises from static repulsion. At $T_c^0$, Eq.~(\ref{eq:gap}) reads
\begin{equation}
(1+Z)\Delta(\xi)=\tfrac12\lambda\omega_{\rm ph}\int\! d\xi'L(x,y;\omega_{\rm ph})\chi(\xi')-\mu\,\Phi_0,\qquad \Phi_0=\int\! d\xi\,\chi .
\label{eq:tail}
\end{equation}
By Eq.~(\ref{eq:T0}) the phonon term falls roughly as $\omega_{\rm ph}/x$ for $x\gg\omega_{\rm ph}$, and where $Z$ has also decayed the gap approaches $\Delta_\infty=-\mu\Phi_0$. With the sign convention $\Delta(0)>0$ this is negative if $\Phi_0>0$, as it is in the example. The node lies where the phonon term has fallen to $\mu\Phi_0$. For $\mu\ll\lambda$ that term is close to $\lambda\Phi_0\,\omega_{\rm ph}/(\omega_{\rm ph}+x)$ and the node lies at $x\approx\lambda\omega_{\rm ph}/\mu$. For $\mu$ comparable with $\lambda$ this estimate fails, because the phonon term weights the low-energy, positive part of $\chi$, whose integral exceeds $\Phi_0$; with the parameters of the example below the node lies at $2.8$, $2.0$ and $1.8\,\omega_{\rm ph}$ for $\mu=0.3$, $0.6$ and $0.8$. The positive region then lies at $x$ below a few $\omega_{\rm ph}$, where $r$ is of order $\omega_{\rm ph}/\Omega$ or less, which makes $S_{++}$ small.

The competition between $S_{+-}$ and $S_{--}$ is settled in imaginary time. Insert $r=(\Omega/2)\int_0^\beta D(1-g_xg_y)d\tau$ from Eq.~(\ref{eq:dK}) into Eq.~(\ref{eq:slope}); the double energy integral factorizes at each $\tau$:
\begin{equation}
S_1=\frac\Omega2\int_0^\beta\! d\tau\,D(\tau)\left[\Phi(\tau)^2-\Phi_0^2\right],\qquad \Phi(\tau)=\int\! d\xi\,\chi(\xi)g_x(\tau),\quad \Phi(0)=\Phi_0 .
\label{eq:time}
\end{equation}
The weight $(\Omega/2)D$ is normalized. Both $D$ and $\Phi^2$ are symmetric about $\tau=b$, so for $T\ll\Omega$ the slope is the average of $\Phi^2-\Phi_0^2$ with weight $\Omega e^{-\Omega\tau}$ on $\tau>0$. To first order in $\lambda_{\rm pl}$ and at fixed $Z$, the plasmon raises $T_c$ if and only if the mean square pair amplitude at time separation of order $1/\Omega$ exceeds its equal-time value. The constant repulsion $2a/\Omega$ acts on $\Phi_0$ and the retarded attraction acts on $\Phi(\tau)$. A pair state whose equal-time amplitude is suppressed strongly enough by the static repulsion gains more from the second than it loses to the first. A node in the gap is not sufficient: with the parameters of the example below but $\mu=0.009$, the gap has one node and $S_1=-0.0075$.

The kernel is now known in closed form with its bounds and limits, and at fixed $Z$ the first-order shift of $T_c$ has the sign of $S_1$, which compares the pair amplitude at time separations of order $1/\Omega$ with its equal-time value. It remains to find when $S_1$ is positive, to treat finite coupling and a worked example, and to estimate the omitted diagonal term.
